# Functions lost when CABS is built from the auxiliary basis alone: verification in Python

```python
"""CABS (C = A cap O-perp) versus CABS+ (C+ = (O+A) cap O-perp) for H2+.
Tests: P_C+ = P_C + sum |m_i><m_i|, dimension count, commutator criterion,
spectra 1+-cos and +-sin, variational order of energies, RI of a geminal term
against real-space quadrature, and the small-angle limit of the lost function."""
import numpy as np
import mpmath as mp
from scipy.linalg import eigh, null_space, cholesky, solve_triangular
from scipy.constants import physical_constants as pc
from pyscf import gto

EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
R, GAM, THR = 2.0, 1.0, 1e-9
obs = [[0, [a, 1.0]] for a in (0.22, 1.1, 5.5)]
aux = [[0, [a, 1.0]] for a in (0.1, 0.5, 2.5, 12.5)] \
    + [[1, [a, 1.0]] for a in (0.5, 1.5)] + [[2, [1.0, 1.0]]]
xyz = [(0., 0., -R / 2), (0., 0., R / 2)]

def make(basis):
    return gto.M(atom=[('H', x) for x in xyz], unit='Bohr', charge=1, spin=1,
                 basis={'H': basis}, verbose=0)

def lowest(mol):
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    return eigh(h, mol.intor('int1e_ovlp'))[0][0] + 1 / R

mol_o, mol_a = make(obs), make(aux)
both = gto.conc_mol(mol_o, mol_a)            # AO order: OBS first, then ABS
nO, nA = mol_o.nao, mol_a.nao
n = nO + nA
S, H = both.intor('int1e_ovlp'), both.intor('int1e_kin')
for x in xyz:
    with both.with_rinv_origin(x):
        H = H - both.intor('int1e_rinv')
L = cholesky(S, lower=True)
E = L.T                                      # column k = AO k as Euclidean vector
to_vec = lambda b: solve_triangular(L, b, lower=True)     # overlaps -> vector
to_coef = lambda y: solve_triangular(L.T, y, lower=False)  # vector -> AO coeffs
HE = to_vec(to_vec(H).T)
HE = (HE + HE.T) / 2
sigma = abs(both.eval_gto('GTOval_sph', np.array([[0., 0., 0.3]]))[0]) > 1e-12

def orth(X):
    u, s, _ = np.linalg.svd(X, full_matrices=False)
    return u[:, s > THR * s[0]]

proj = lambda Y: Y @ Y.T
nrm = lambda X: np.linalg.norm(X, 2)
O = orth(E[:, :nO])
PO = proj(O)

def analyse(cols, name):
    A = orth(E[:, cols])
    C = A @ null_space(O.T @ A, rcond=THR)            # recipe: ABS alone
    U = orth(np.hstack([O, A]))
    Cp = U @ null_space(O.T @ U, rcond=THR)           # recipe: union
    u, s, vt = np.linalg.svd(O.T @ A, full_matrices=False)   # formula side
    o, a = O @ u, A @ vt.T
    r = a - o * s
    sn = np.linalg.norm(r, axis=0)
    mid = (s > THR) & (sn > 1e-7)
    m = r[:, mid] / sn[mid]
    com = nrm(PO @ proj(A) - proj(A) @ PO)
    assert nrm(O.T @ C) < 1e-9 and nrm(O.T @ Cp) < 1e-9
    assert nrm(proj(Cp) - proj(C) - proj(m)) < 1e-7
    assert nrm(proj(Cp) - proj(orth(A - PO @ A))) < 1e-7
    assert Cp.shape[1] - C.shape[1] == mid.sum()
    assert abs(com - ((s * sn)[mid].max() if mid.any() else 0.0)) < 1e-9
    gap = nrm(proj(Cp) - proj(C))
    assert abs(gap - (1.0 if mid.any() else 0.0)) < 1e-7
    outside = nrm(O - proj(A) @ O)
    print(f"({name}) dimA={A.shape[1]} dimC={C.shape[1]} dimC+={Cp.shape[1]} "
          f"|comm|={com:.5f} |P+-PC|={gap:.3f} dist(O,A)={outside:.5f}")
    return A, C, Cp, s[mid], sn[mid], m, o[:, mid]

print(f"1 hartree = {EV:.6f} eV, 1 bohr = {ANG:.6f} angstrom")
print(f"R = {R} bohr = {R*ANG:.5f} angstrom, 1/R = {1/R:.4f} hartree")
print("OBS per H: s 0.22 1.1 5.5 bohr^-2")
print("ABS per H: s 0.1 0.5 2.5 12.5; p 0.5 1.5; d 1.0 bohr^-2")
print(f"N_O = {nO}, N_A = {nA}, geminal gamma = {GAM} bohr^-2")
ia = list(range(nO, n))
A, C, Cp, cs, sn, m, ov = analyse(ia, 'a generic')
rb = analyse(list(range(n)), 'b A+O')
rc = analyse([0] + [k for k in ia if not sigma[k]], 'c commuting')
rd = analyse([0] + ia, 'd A+one OBS')
assert len(cs) == nO and len(rb[3]) == 0 and len(rc[3]) == 0 and len(rd[3]) == nO - 1
J, ones = np.hstack([O, A]), np.ones(nA - nO)
assert np.allclose(np.linalg.eigvalsh(J.T @ J),
                   np.sort(np.r_[1 - cs, 1 + cs, ones]), atol=1e-10)
assert np.allclose(np.linalg.eigvalsh(proj(A) - PO),
                   np.sort(np.r_[-sn, sn, ones]), atol=1e-9)
assert abs(nrm(A - (PO + proj(C)) @ A) - sn.max()) < 1e-9
print(f"max distance of A from O+C = max sin(theta) = {sn.max():.6f}")

# ---- variational energies
en = lambda Y: np.linalg.eigvalsh(Y.T @ HE @ Y)[0] + 1 / R
eO, eA, eC, eP = en(O), en(A), en(np.hstack([O, C])), en(np.hstack([O, Cp]))
assert abs(eO - lowest(mol_o)) < 1e-7 and abs(eA - lowest(mol_a)) < 1e-7
assert abs(eP - lowest(make(obs + aux))) < 1e-7
assert eP < eC < eO and eP < eA
for lab, e in (('O', eO), ('A', eA), ('O+C', eC), ('O+C+', eP),
               ('cc-pV5Z', lowest(make('cc-pv5z')))):
    print(f"E({lab}) = {e:.7f} hartree = {e*EV:.5f} eV")
for lab, e in (('E(O+C)-E(O)', eC - eO), ('E(O+C+)-E(O)', eP - eO),
               ('E(O+C)-E(O+C+)', eC - eP), ('E(O+C)-E(A)', eC - eA)):
    print(f"{lab} = {e*1e3:.4f} mhartree = {e*EV:.5f} eV")

# ---- cylindrical quadrature (sigma functions only; others vanish by symmetry)
def panels(lo, hi):
    t, w = np.polynomial.legendre.leggauss(12)
    c = np.arange(lo + 0.25, hi, 0.5)
    return (c[:, None] + 0.25 * t).ravel(), np.tile(0.25 * w, len(c))
rho, wr = panels(0., 14.)
z, wz = panels(-15., 15.)
rg, zg = [g.ravel() for g in np.meshgrid(rho, z, indexing='ij')]
wt = np.outer(2 * np.pi * rho * wr, wz).ravel()
ao = both.eval_gto('GTOval_sph', np.c_[rg, 0 * rg, zg])[:, sigma]
assert abs(ao.T @ (ao * wt[:, None]) - S[np.ix_(sigma, sigma)]).max() < 1e-11
on_grid = lambda y: ao @ to_coef(y)[sigma]
mg = on_grid(m)
tol = 1e-10 + 1e-12 * (to_coef(m) ** 2).sum(0).max()  # rounding grows as |coef|^2
assert abs(mg.T @ (mg * wt[:, None]) - np.eye(nO)).max() < tol
assert abs(ao[:, :nO].T @ (mg * wt[:, None])).max() < tol

c = eigh(H[:nO, :nO], S[:nO, :nO])[1][:, 0]
phi = ao[:, :nO] @ c
al = [mol_o.bas_exp(k)[0] for k in range(nO)]
zc = [mol_o.bas_coord(k)[2] for k in range(nO)]

def W(r, zz):
    """Analytic convolution of phi^2 with exp(-gamma r12^2)."""
    out = 0.0
    for i in range(nO):
        for j in range(nO):
            p = al[i] + al[j]
            zp = (al[i] * zc[i] + al[j] * zc[j]) / p
            pre = c[i] * c[j] * (4 * al[i] * al[j] / np.pi**2) ** 0.75 \
                * np.exp(-al[i] * al[j] / p * (zc[i] - zc[j])**2)
            out = out + pre * (np.pi / (p + GAM))**1.5 \
                * np.exp(-p * GAM / (p + GAM) * (r**2 + (zz - zp)**2))
    return out
for z0 in (0.0, 1.0, 2.5):
    assert abs(W(0., z0) - wt @ (phi**2 * np.exp(-GAM * (rg**2 + (zg - z0)**2)))) < 1e-11
print("phi coefficients (one atom):", " ".join(f"{abs(x):.5f}" for x in c[:3]))
print(f"W(midpoint) = {W(0., 0.):.6f}, W(nucleus) = {W(0., 1.):.6f} (dimensionless)")

ug = phi * W(rg, zg)
b = np.zeros(n)
b[sigma] = ao.T @ (wt * ug)
y = to_vec(b)
uu, uO = wt @ ug**2, y @ PO @ y
resid = lambda P: wt @ (ug - on_grid(P @ y))**2     # real-space residual norm^2
T = resid(PO)
tC, tP, tA = y @ proj(C) @ y, y @ proj(Cp) @ y, y @ proj(A) @ y - uO
lost = (m.T @ y)**2
assert abs(T - (uu - uO)) < 1e-10
assert abs(resid(PO + proj(C)) - (T - tC)) < 1e-10
assert abs(resid(PO + proj(Cp)) - (T - tC - lost.sum())) < 1e-10
assert tC < tP < T
oc = to_coef(ov)[:nO]
print("i parity cos(theta) 1-cos sin(theta) theta/deg <m|u>^2")
for i in range(nO):
    par = 'g' if oc[:3, i] @ oc[3:, i] > 0 else 'u'
    print(f"{i+1} {par} {cs[i]:.8f} {sn[i]**2/(1+cs[i]):.3e} {sn[i]:.6f} "
          f"{np.degrees(np.arctan2(sn[i], cs[i])):.4f} {lost[i]:.4e}")
print(f"<u|u> = {uu:.6e}, <u|P_O|u> = {uO:.6e} (dimensionless)")
print(f"exact <u|1-P_O|u> = {T:.5e}")
for lab, t in (('CABS', tC), ('CABS+', tP), ('ABS, P_A-P_O', tA)):
    print(f"RI {lab} = {t:.5e}, {100*t/T:.2f} % of exact, error {t-T:.3e}")
print(f"sum <m|u>^2 = {lost.sum():.5e}, {100*lost.sum()/T:.2f} % of exact")

# ---- small-angle model, alpha = 1 bohr^-2
mp.mp.dps = 30
g = lambda a, r: (2 * a / mp.pi)**0.75 * mp.exp(-a * r * r)
dot = lambda f: mp.quad(lambda r: 4 * mp.pi * r * r * f(r), [0, 1, 2, 4, 9])
print(f"model alpha = 1 bohr^-2, sqrt(3/8) = {np.sqrt(3/8):.6f}")
for d in (mp.mpf('0.1'), mp.mpf('0.01'), mp.mpf('0.001')):
    co = dot(lambda r: g(1, r) * g(1 + d, r))
    assert abs(co - (2 * mp.sqrt(1 + d) / (2 + d))**1.5) < 1e-15
    si = mp.sqrt(1 - co**2)
    assert abs(si / d / mp.sqrt(0.375) - 1) < d
    mm = lambda r: (g(1 + d, r) - co * g(1, r)) / si
    assert abs(dot(lambda r: mm(r)**2) - 1) < 1e-8
    lim = dot(lambda r: mm(r) * mp.sqrt(mp.mpf(8) / 3) * (0.75 - r * r) * g(1, r))
    assert 0 < 1 - lim < 0.2 * d**2
    print(f"delta={float(d)}: sin={float(si):.6e} sin/delta={float(si/d):.5f} "
          f"<m|limit>={float(lim):.8f}")
print("ALL CHECKS PASSED")
```

It prints:

```
1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
R = 2.0 bohr = 1.05835 angstrom, 1/R = 0.5000 hartree
OBS per H: s 0.22 1.1 5.5 bohr^-2
ABS per H: s 0.1 0.5 2.5 12.5; p 0.5 1.5; d 1.0 bohr^-2
N_O = 6, N_A = 30, geminal gamma = 1.0 bohr^-2
(a generic) dimA=30 dimC=24 dimC+=30 |comm|=0.43544 |P+-PC|=1.000 dist(O,A)=0.50423
(b A+O) dimA=36 dimC=30 dimC+=30 |comm|=0.00000 |P+-PC|=0.000 dist(O,A)=0.00000
(c commuting) dimA=17 dimC=16 dimC+=16 |comm|=0.00000 |P+-PC|=0.000 dist(O,A)=1.00000
(d A+one OBS) dimA=31 dimC=25 dimC+=30 |comm|=0.41981 |P+-PC|=1.000 dist(O,A)=0.47793
max distance of A from O+C = max sin(theta) = 0.504226
E(O) = -0.5817253 hartree = -15.82955 eV
E(A) = -0.5986713 hartree = -16.29068 eV
E(O+C) = -0.5975953 hartree = -16.26140 eV
E(O+C+) = -0.6018217 hartree = -16.37640 eV
E(cc-pV5Z) = -0.6026198 hartree = -16.39812 eV
E(O+C)-E(O) = -15.8700 mhartree = -0.43184 eV
E(O+C+)-E(O) = -20.0964 mhartree = -0.54685 eV
E(O+C)-E(O+C+) = 4.2264 mhartree = 0.11501 eV
E(O+C)-E(A) = 1.0760 mhartree = 0.02928 eV
phi coefficients (one atom): 0.38423 0.23840 0.03227
W(midpoint) = 0.217274, W(nucleus) = 0.193897 (dimensionless)
i parity cos(theta) 1-cos sin(theta) theta/deg <m|u>^2
1 g 0.99921903 7.810e-04 0.039514 2.2645 3.2344e-06
2 u 0.99897446 1.026e-03 0.045277 2.5951 3.6329e-31
3 g 0.98912365 1.088e-02 0.147086 8.4581 3.8050e-07
4 u 0.98517134 1.483e-02 0.171573 9.8793 4.7775e-32
5 u 0.88380664 1.162e-01 0.467852 27.8950 9.3530e-33
6 g 0.86357172 1.364e-01 0.504226 30.2800 1.9401e-05
<u|u> = 1.594942e-02, <u|P_O|u> = 1.529213e-02 (dimensionless)
exact <u|1-P_O|u> = 6.57285e-04
RI CABS = 6.30783e-04, 95.97 % of exact, error -2.650e-05
RI CABS+ = 6.53799e-04, 99.47 % of exact, error -3.487e-06
RI ABS, P_A-P_O = 5.60852e-04, 85.33 % of exact, error -9.643e-05
sum <m|u>^2 = 2.30160e-05, 3.50 % of exact
model alpha = 1 bohr^-2, sqrt(3/8) = 0.612372
delta=0.1: sin=5.830464e-02 sin/delta=0.58305 <m|limit>=0.99858203
delta=0.01: sin=6.093239e-03 sin/delta=0.60932 <m|limit>=0.99998453
delta=0.001: sin=6.120664e-04 sin/delta=0.61207 <m|limit>=0.99999984
ALL CHECKS PASSED
```
